# Why WKB tunnelling conductance does not map the bulk density of states

Two metal films are separated by an oxide about one nanometre thick, and the differential conductance is recorded as the bias is swept. Electrons leave filled states on one side and enter empty states on the other, which suggests that the curve should trace the number of states available in the receiving metal. The suggestion can be tested by exchanging that metal for one with a different band, while the barrier is held fixed.

## A counter-example

Measure energies from the left Fermi level. Let the electrodes be free-electron metals with band bottoms at depths $D_L$ and $D_R$ below their Fermi levels, and let the barrier have height $\phi=2.0$ eV and thickness $d=1.0$ nm. Take $D_L=11.7$ eV, and compare $D_R=11.7$ eV with $D_R=5.5$ eV. The bulk density of states at the Fermi level varies as $\sqrt{D_R}$, so the density-of-states picture predicts a conductance ratio

$$\sqrt{5.5/11.7}=0.686 .$$

Now calculate the current. Electrons are independent, and the wave vector $\mathbf q$ parallel to the film is conserved. At fixed $\mathbf q$, the right-moving states per unit length and per spin in $dk$ number $dk/2\pi$. They travel at $v=\hbar^{-1}\,\partial E/\partial k$, so the rate at which they strike the barrier is

$$v\,\frac{dk}{2\pi}=\frac{1}{\hbar}\frac{\partial E}{\partial k}\frac{dk}{2\pi}=\frac{dE}{h}. \tag{1}$$

In the WKB model each is transmitted with probability $e^{-2S}$, where $S=\int\kappa\,dx$ across the barrier; this is proved below. At zero temperature and small bias $V$, an energy window $eV$ contributes. With two spins,

$$\frac GA=\frac{2e^2}{h}\int\frac{d^2q}{(2\pi)^2}\,e^{-2\kappa d},\qquad \kappa^2=\kappa_0^2+q^2,\quad \kappa_0=\frac{\sqrt{2m\phi}}{\hbar}. \tag{2}$$

The rectangular shape is used here to evaluate $S$; reflections from truly abrupt interfaces are treated later. Both metals must have a propagating state at $\mathbf q$, so $q$ stops at the smaller Fermi wave vector $k_c$. Since $d^2q=2\pi q\,dq$ and $q\,dq=\kappa\,d\kappa$, with $\kappa_c^2=\kappa_0^2+k_c^2$,

$$\int\frac{d^2q}{(2\pi)^2}e^{-2\kappa d}=\frac1{2\pi}\int_{\kappa_0}^{\kappa_c}\kappa e^{-2\kappa d}d\kappa
=\frac1{2\pi}\left[-\frac{(1+2\kappa d)e^{-2\kappa d}}{4d^2}\right]_{\kappa_0}^{\kappa_c}.$$

Therefore

$$\frac GA=\frac{2e^2}{h}\frac{1}{8\pi d^2}\left[(1+2\kappa_0d)e^{-2\kappa_0d}-(1+2\kappa_cd)e^{-2\kappa_cd}\right]. \tag{3}$$

Here $\kappa_0=7.245$ nm$^{-1}$ and $e^{-2\kappa_0d}=5.092\times10^{-7}$. The first term in the bracket is $15.49\times5.092\times10^{-7}=7.887\times10^{-6}$. Multiplication by $(7.748\times10^{-5}\,\mathrm S)/(8\pi\,\mathrm{nm}^2)$ gives $2.43\times10^{-11}$ S/nm$^2$, or 24.3 µS/µm$^2$. The resistance-area product is $4.11\times10^4$ Ω µm$^2$.

The band depth enters through the second term alone. For $D_R=5.5$ eV, $k_c=12.0$ nm$^{-1}$, and the cutoff removes a fraction $2.4\times10^{-6}$ of the conductance. The calculated ratio is 0.999998, not 0.686.

The cutoff is so weak because tunnelling selects small $q$. For $q\ll\kappa_0$, $\kappa\simeq\kappa_0+q^2/2\kappa_0$, so the integrand falls as $e^{-q^2d/\kappa_0}$. A disc of radius $q$ then carries the fraction $1-e^{-q^2d/\kappa_0}$, which reaches one half at $q=\sqrt{\kappa_0\ln2/d}=2.24$ nm$^{-1}$. Equation (3) gives 2.34 nm$^{-1}$, far inside both Fermi discs.

## The general statement

For independent electrons, coherent tunnelling, conserved $\mathbf q$, one propagating branch on each side at given $E$ and $\mathbf q$, and an opaque barrier joined smoothly to the metals,

$$J=\frac{2e}{h}\int dE\int\frac{d^2q}{(2\pi)^2}\,e^{-2S(E,\mathbf q,V)}\,[f_L(E)-f_R(E)], \tag{4}$$

where $f_L,f_R$ are the Fermi occupations and $J$ is positive when electrons flow from left to right. No band density of states multiplies the integrand. The bands determine which $\mathbf q$ are available and may influence the barrier's shape.

**Incident rate.** Equation (1) used the definition of group velocity and no particular dispersion. For a numerical case, take a cosine potential of period 0.4 nm and Fourier coefficient 0.5 eV. At 0.50 and 0.95 of the way to the zone edge, the counted densities of right-movers are 0.553 and 0.709 eV$^{-1}$nm$^{-1}$, and the values of $\hbar v$, found from the mean momentum, are 0.2877 and 0.2255 eV nm. The product $hv\rho_+$ is 0.9997 and 1.005, against the predicted 1. The second value rests on 227 counted levels, so one level changes it by 0.4%; the finite width of the energy window adds about 0.1%.

**Transmission.** Let the motion near the barrier be parabolic with mass $m$, and let the turning points be $x_1<x_2$. WKB waves have amplitude $k^{-1/2}$ in allowed regions and $\kappa^{-1/2}$ in the barrier, so a travelling wave $k^{-1/2}e^{i\int k\,dx}$ carries flux $\hbar/m$ whatever the local $k$. Near a turning point where the potential is linear, Airy functions join the two forms:

- An outgoing wave $k^{-1/2}e^{i(\int_{x_2}^xk\,dx'+\pi/4)}$ joins $\kappa^{-1/2}e^{\int_x^{x_2}\kappa\,dx'}$, apart from an exponentially smaller part.
- A decaying wave $\kappa^{-1/2}e^{-\int_{x_1}^x\kappa\,dx'}$ joins $2k^{-1/2}\sin(\int_x^{x_1}k\,dx'+\pi/4)$, whose incident component has amplitude $k^{-1/2}$.

Start with a transmitted wave of unit coefficient. Because $\int_x^{x_2}\kappa=S-\int_{x_1}^x\kappa$, the barrier wave is $e^S$ times the decaying wave in the second rule. The incident coefficient thus has magnitude $e^S$, and the flux ratio is $e^{-2S}$. If a different band deeper in an electrode joins this region without reflection, flux conservation leaves the result unchanged. Multiplying (1) by $e^{-2S}$, by charge, spin and occupation difference, and summing over $\mathbf q$ gives (4).

## Where the densities of states go

The golden rule does contain two densities of states. At fixed $\mathbf q$ and per spin its current is

$$I=\frac{2\pi e}{\hbar}\int|M|^2\rho_L\rho_R(f_L-f_R)\,dE
=\frac eh\int4\pi^2|M|^2\rho_L\rho_R(f_L-f_R)\,dE .$$

The error lies in taking $M$ to be constant. Let $\psi_L$ and $\psi_R$ be real states of equal energy in long boxes $L_L$ and $L_R$, each decaying into the barrier. The transfer element is $M=\int\psi_R(H-E)\psi_L\,dx$, with $H$ the full Hamiltonian. To the left of a point $x_0$ inside the barrier, $\psi_L$ solves the full Schrödinger equation, so only $x>x_0$ contributes. There $\psi_R$ solves it and $\psi_L$ does not, so $\psi_L(H-E)\psi_R=0$ may be subtracted, and the terms in $E$ cancel:

$$M=\int_{x_0}^{\infty}\left[\psi_RH\psi_L-\psi_LH\psi_R\right]dx
=\frac{\hbar^2}{2m}\left[\psi_R\psi_L'-\psi_L\psi_R'\right]_{x_0}.$$

The potential terms cancelled, and integration by parts left the boundary term. Normalization in the box gives a WKB standing wave $\sqrt{2k_L/(L_Lk)}\,\sin(\dots)$, because $\sin^2$ averages to one half. The second joining rule halves its coefficient in the barrier:

$$\psi_L=\sqrt{\frac{k_L}{2L_L\kappa}}\,e^{-\int_{x_1}^x\kappa\,dx'},\qquad
\psi_R=\sqrt{\frac{k_R}{2L_R\kappa}}\,e^{-\int_x^{x_2}\kappa\,dx'} .$$

Derivatives of the common factor $\kappa^{-1/2}$ cancel in $M$, while those of the exponentials add to $-2\kappa\psi_L\psi_R$. With $v=\hbar k/m$,

$$|M|^2=\left(\frac{\hbar^2}{2m}\right)^2\frac{k_Lk_R}{L_LL_R}e^{-2S}
=\frac{\hbar^2v_Lv_R}{4L_LL_R}e^{-2S}.$$

Standing waves are spaced by $\pi/L$ in $k$, so $\rho=L/(\pi\hbar v)$. Hence

$$4\pi^2|M|^2\rho_L\rho_R=4\pi^2\,\frac{\hbar^2v_Lv_R}{4L_LL_R}\,\frac{L_LL_R}{\pi^2\hbar^2v_Lv_R}\,e^{-2S}=e^{-2S}.$$

Slow electrons are more densely spaced in energy, but their matrix elements are smaller by the compensating amount.

The level spectrum of two equal boxes shows this without using WKB, since two resonant levels split by $2|M|$. For 10 nm boxes with a smooth 0.8 nm barrier, $|M|=0.6185$ meV and $\rho=3.533$ eV$^{-1}$, giving $4\pi^2|M|^2\rho^2=1.885\times10^{-4}$. Direct integration of the scattering wave gives a transmission of $1.883\times10^{-4}$. For 20 nm boxes the two values are $1.382\times10^{-4}$ and $1.380\times10^{-4}$. The transmissions differ between the boxes because the chosen levels lie at 0.134 and 0.029 eV.

## Abrupt interfaces and band edges

At an abrupt left interface, matching $e^{ikx}+re^{-ikx}$ to $te^{-\kappa x}$ gives $|t|^2=4k_L^2/(k_L^2+\kappa^2)$. At the right interface, an arriving decaying wave $u$, its reflected partner $b$ and the transmitted wave $s$ obey $u+b=s$ and $-\kappa(u-b)=ik_Rs$. Elimination of $b$ gives $|s/u|^2=4\kappa^2/(k_R^2+\kappa^2)$. For an opaque barrier, repeated reflections can be neglected, and the flux ratio $k_R/k_L$ gives

$$T=\frac{4k_L\kappa}{k_L^2+\kappa^2}\,\frac{4k_R\kappa}{k_R^2+\kappa^2}\,e^{-2\kappa d}. \tag{5}$$

Each prefactor measures a *local* density of states. The bulk one-dimensional density is $1/(\pi\hbar v)$. The standing wave has mean square 2 in the bulk and $|t|^2$ at the interface, so there

$$\rho_s=\frac{m}{\pi\hbar^2k}\,\frac{|t|^2}{2}=\frac{2mk}{\pi\hbar^2(k^2+\kappa^2)},\qquad
\frac{2\pi\hbar^2\kappa}{m}\rho_s=\frac{4k\kappa}{k^2+\kappa^2}.$$

For $k\gg\kappa$ this factor varies as $1/k$, like the one-dimensional density; for $k\ll\kappa$ it varies as $k$, like the velocity. With abrupt interfaces, the change of $D_R$ from 11.7 to 5.5 eV raises the conductance by a factor 1.23. Electrode dependence has returned, but opposite in direction to the bulk prediction of 0.686.

Sufficiently gradual interfaces weaken the dependence of this prefactor on the electrode. Let each interface follow a logistic profile $1/(1+e^{-x/w})$. For $D_L=11.7$ eV and $D_R=11.7$, 5.5 and 1.5 eV, the numerically integrated transmission divided by $e^{-2S}$ is 0.92, 0.97 and 1.12 at $w=0.1$ nm, $d=1$ nm. At $w=0.3$ nm, $d=3$ nm, it is 0.97, 0.99 and 1.03. Between the extreme depths the one-dimensional density changes by a factor 2.79. Division by $e^{-2S}$ sets aside a change of barrier shape: at fixed $w$ and $d$ a deeper band also narrows this graded barrier and lowers $S$. The effect can be large. For $d=1$ nm, the change of $D_R$ from 11.7 to 5.5 eV multiplies the full conductance by 0.65 at $w=0.05$ nm and by 0.35 at $w=0.1$ nm. The first value happens to lie near the bulk prediction of 0.686, but the fall comes from the barrier: the change in $e^{-2S}$ alone gives a factor 0.57, which the prefactor raises to 0.65. A fall in conductance when an electrode is exchanged is therefore not, by itself, evidence for a density-of-states factor.

Near a band edge the wavelength diverges and smoothness fails. For $D_R=0.001$ eV and $w=0.1$ nm, the same ratio is 0.24. In (5), $T\propto k_R$ vanishes at the edge, where the one-dimensional density diverges.

In three dimensions, let the right band have small depth $\delta$, so $k_c^2=2m\delta/\hbar^2$. Equation (2) becomes proportional to the disc area $\pi k_c^2\propto\delta$. An abrupt interface adds a factor proportional to $\sqrt{k_c^2-q^2}$, and $\int_0^{k_c}q\sqrt{k_c^2-q^2}\,dq=k_c^3/3\propto\delta^{3/2}$. The bulk density varies as $\delta^{1/2}$. A band edge can therefore be visible in tunnelling without the curve having the shape of the density of states. Even at $\delta=0.1$ eV the disc cuts into the tunnelling cone, and the WKB conductance is 0.28 of its value for 11.7 eV; with abrupt interfaces the ratio is 0.11.

## Finite bias and real junctions

At bias $V$ the barrier becomes $\phi-eVx/d$, and at zero temperature the window in (4) is $-eV<E<0$. At 0.3 V, $dJ/dV$ is 1.152 times its zero-bias value for both right electrodes. The density-of-states picture predicts $\sqrt{1+eV/D_R}$, or 1.013 and 1.027. Since the disc cutoffs are negligible here, the calculated rise comes from the dependence of $S$ on energy and bias. The equality of the two values belongs to the WKB model. With abrupt interfaces the exact transmission through the same tilted barrier gives 1.115 for $D_R=11.7$ eV and 1.133 for $D_R=5.5$ eV, because the interface prefactors also change with energy and bias. This difference of 1.6% between the electrodes is similar in size to the 1.4% of the density-of-states picture, so a small electrode dependence of the bias curve does not by itself decide between the two.

The parameters are rough values in the regime of aluminium–aluminium-oxide junctions, with 5.5 eV roughly representing silver. Replacing a real electrode would also change the barrier, which was held fixed here. The absolute conductance is much less secure than the cancellation. Taken one at a time, the following changes multiply the zero-bias WKB value:

- a barrier mass of 0.4 electron masses: 135;
- image forces with relative permittivity 3: 48, a size estimate, since the classical image potential is doubtful so close to a metal;
- a Gaussian thickness spread of 0.1 nm: 3.4;
- abrupt interfaces, both depths 11.7 eV: 2.2;
- a temperature of 300 K: 1.014.

The barrier mass alone would lower the resistance-area product to about 300 Ω µm$^2$. The field at 0.3 V is 3 MV/cm, below a rough breakdown field of 10 MV/cm. Traps, inelastic tunnelling, Coulomb effects and orbital matching are not estimated. Where they matter, or where an electrode is superconducting, (4) does not justify dismissing spectral structure. The numerical output lists most of the values used here.

## Values computed for the example and the checks

```
Periodic band, right-movers per spin:
 k/zone edge=0.50: DOS=0.5531 /(eV nm)
  hbar*v=0.2877 eV nm; h*v*DOS=0.9997
 k/zone edge=0.95: DOS=0.7094 /(eV nm)
  hbar*v=0.2255 eV nm; h*v*DOS=1.0051
Joined boxes, depth 5.5 eV, d=0.8 nm, w=0.05 nm:
 L=10 nm: E=0.1335 eV, M=0.6185 meV
  DOS=3.533 /eV; 4pi^2 M^2 DOS^2=1.8854e-04
  scattering transmission=1.8829e-04
 L=20 nm: E=0.0293 eV, M=0.2659 meV
  DOS=7.036 /eV; 4pi^2 M^2 DOS^2=1.3820e-04
  scattering transmission=1.3804e-04
True transmission / exp(-2S), left depth 11.7 eV:
 w=0.1, d=1.0 nm; right depth 11.7, 5.5, 1.5 eV:
  0.9165, 0.9707, 1.1157
 w=0.3, d=3.0 nm; right depth 11.7, 5.5, 1.5 eV:
  0.9695, 0.9874, 1.0346
 1D DOS ratio, depth 1.5 to 11.7 eV: 2.793
 Right depth 0.001 eV, w=0.1 nm: ratio=0.2441
Abrupt 11.7/5.5 eV: T=1.2720e-06, from LDOS=1.2678e-06
 Interface factors: 1.4085, 1.7678
Example: phi=2.0 eV, d=1.0 nm, kappa0=7.2453 /nm
 Fermi k: 17.524 (11.7 eV), 12.015 (5.5 eV) /nm
 exp(-2 kappa0 d)=5.0916e-07
 G/A=24.315 uS/um^2; RA=4.1127e+04 ohm um^2
 Half-conductance q=2.345; estimate=2.241 /nm
 Lost by 5.5 eV disc cutoff: 2.397e-06
 Pocket depth 0.1 eV: G relative to 11.7 eV=0.2847
Change right depth 11.7 to 5.5 eV; conductance ratio:
 WKB=0.999998; abrupt=1.2292
 Bulk 3D DOS prediction=0.6856
3D edge exponents: WKB=0.9997, abrupt=1.4997
dJ/dV at 0.3 V relative to zero bias; right depth 11.7, 5.5 eV:
 WKB=1.15179, 1.15179
 Bulk DOS prediction=1.01274, 1.02691
Omitted effects: factor multiplying zero-bias WKB G:
 Abrupt interfaces, both 11.7 eV: 2.237
 Temperature 300 K: 1.0137
 Thickness standard deviation 0.1 nm: 3.434
 Barrier mass 0.4 electron masses: 134.91
 Image force, relative permittivity 3.0: 47.52
 Image energy at mid-barrier: -0.3327 eV
Field at 0.3 V: 3.00 MV/cm; rough breakdown input: 10 MV/cm
```
